# Optical shift of a planar exciton near a perfect metal

An electron and a hole move in a plane at height $h$ above a metal that fills $z<0$. The half-space $z>0$ is a uniform medium with relative permittivity $\varepsilon_\parallel$ along the plane and $\varepsilon_\perp$ normal to it. The plane is unpolarizable: it adds no polarizability to that of the medium. The metal is perfect, so its surface stays at zero potential at every instant. Retardation is neglected.

The gap $E_{\rm gap}$ is the energy needed to create an electron and a hole at rest, far apart in the plane. The exciton energy is $E_{\rm opt}=E_{\rm gap}-E_b$, where $E_b>0$ is the binding energy. The symbol $\Delta$ denotes the value at height $h$ minus the value far from the metal. The carriers have parabolic bands with isotropic in-plane masses. The exciton has zero centre-of-mass momentum and an in-plane transition moment. Its transition polarization is then uniform in the plane and carries no charge density, so electron-hole exchange gains no electrostatic image term.

## (a) The interaction induced by the metal

**Find the potential that the metal adds in the plane when a charge $q$ sits there.**

**Solution.** For a charge above the origin, Poisson's equation is

$$\varepsilon_0\left(\varepsilon_\parallel\nabla_\parallel^2+\varepsilon_\perp\partial_z^2\right)\phi=-q\,\delta^2(\boldsymbol\rho)\,\delta(z-h),\qquad \phi(z=0)=0 .$$

Stretch the normal coordinate: $Z=\gamma z$ and $H=\gamma h$, with $\gamma=\sqrt{\varepsilon_\parallel/\varepsilon_\perp}$. Then $\varepsilon_\perp\partial_z^2=\varepsilon_\perp\gamma^2\partial_Z^2=\varepsilon_\parallel\partial_Z^2$, and $\delta(z-h)=\gamma\,\delta(Z-H)$. The equation becomes isotropic:

$$\varepsilon_0\varepsilon_\parallel\nabla^2\phi=-q\gamma\,\delta^2(\boldsymbol\rho)\,\delta(Z-H).$$

Without the metal, its solution is $q\gamma/(4\pi\varepsilon_0\varepsilon_\parallel R)$, where $R$ is the distance in stretched coordinates. Since $\varepsilon_\parallel/\gamma=\sqrt{\varepsilon_\parallel\varepsilon_\perp}\equiv\kappa$, this is $q/(4\pi\varepsilon_0\kappa R)$.

An image charge $-q$ at $Z=-H$ makes the potential vanish on $Z=0$ and adds no source in the region $Z>0$. By uniqueness, this is the solution. A point of the plane at lateral distance $\rho$ lies $\sqrt{\rho^2+4H^2}$ from the image, so

$$\phi_{\rm ind}(\rho)=-\frac{q}{4\pi\varepsilon_0\kappa}\,\frac{1}{\sqrt{\rho^2+4H^2}} .$$

Below, $K=e^2/(4\pi\varepsilon_0\kappa)$. In vacuum $\kappa=\gamma=1$ and $H=h$.

## (b) The gap

**Find the change of the gap.**

**Solution.** Let a carrier's charge grow from zero to its final value $q$. At an intermediate charge $q'$, the induced potential at the carrier is proportional to $q'$, and adding $dq'$ costs $\phi_{\rm ind}\,dq'$. Integrating the linear function gives half the product of final charge and final potential:

$$U_1=\tfrac12\,q\,\phi_{\rm ind}(0)=-\frac12\,\frac{K}{2H}=-\frac{K}{4H},\qquad q=\pm e .$$

The result depends on $q^2$, so the electron and the hole gain the same amount. When they are far apart, their mutual term vanishes, and

$$\Delta E_{\rm gap}=2U_1=-\frac{K}{2H}=-\frac{e^2}{4\pi\varepsilon_0}\,\frac{1}{2\varepsilon_\parallel h},$$

where $\kappa\gamma=\varepsilon_\parallel$ was used.

## (c) The pair at finite separation

**Find the total energy the metal adds to a pair at separation $\rho$. Expand it for $\rho\ll H$, and find the shifts of $E_b$ and $E_{\rm opt}$ for a fixed exciton wavefunction.**

**Solution.** For several charges, the same charging argument gives half the sum over all ordered pairs. Each self term keeps its factor $\tfrac12$. The electron-hole term occurs twice and therefore has total weight one. The charges are opposite, so it is positive: the metal weakens the attraction. The added energy is

$$W(\rho)=-\frac{K}{2H}+\frac{K}{\sqrt{\rho^2+4H^2}} .$$

This was tested by solving Poisson's equation on a grid and integrating the force on the metal from height $h$ to infinity. For the hBN parameters of part (f) and $\rho=1.5$ nm, the work is $-2.85784$ meV and the formula gives $-2.85780$ meV.

At $\rho=0$ the two terms cancel, because coincident opposite charges produce no field for the metal to respond to. Set $s=\rho^2/(4H^2)$ and use $(1+s)^{-1/2}=1-\tfrac12 s+\tfrac38 s^2-\dots$:

$$\frac{K}{\sqrt{\rho^2+4H^2}}=\frac{K}{2H}\left(1-\frac{\rho^2}{8H^2}+\frac{3\rho^4}{128H^4}-\dots\right),$$

$$W(\rho)=-\frac{K\rho^2}{16H^3}+\frac{3K\rho^4}{256H^5}-\dots$$

Let $\langle\dots\rangle$ be the average in the exciton state far from the metal. At leading order,

$$\Delta E_{\rm opt}=\langle W\rangle\simeq-\frac{K\langle\rho^2\rangle}{16H^3},$$

$$\Delta E_b=\Delta E_{\rm gap}-\Delta E_{\rm opt}\simeq-\frac{K}{2H}+\frac{K\langle\rho^2\rangle}{16H^3}.$$

To order $1/H$, the gap and the binding energy both fall by $K/(2H)$. At order $1/H^3$ their difference keeps a redshift. In the original height,

$$\Delta E_{\rm opt}\simeq-\frac{e^2}{4\pi\varepsilon_0}\,\frac{\varepsilon_\perp}{\varepsilon_\parallel^2}\,\frac{\langle\rho^2\rangle}{16h^3},$$

because $\kappa\gamma^3=\varepsilon_\parallel\gamma^2=\varepsilon_\parallel^2/\varepsilon_\perp$.

## (d) The wavefunction is allowed to respond

**Show that relaxation of the wavefunction does not alter the leading redshift.**

**Solution.** Let $\mathcal H_0$ be the Hamiltonian of relative motion far from the metal, with ground state $\psi_0$, lowest level $E_0$ and next level $E_1$. Near the metal it becomes $\mathcal H=\mathcal H_0+W$, with lowest level $E$. Since $W$ contains the gap shift, $\Delta E_{\rm opt}=E-E_0$.

*Upper bound.* The variational principle with trial state $\psi_0$ gives $E\le\bar E$, where $\bar E=E_0+\langle W\rangle$.

*Lower bound.* Choose a number $\epsilon$ that lies above $\bar E$ but not above the second level of $\mathcal H$. For each energy $E'$ in the spectrum of $\mathcal H$, the product $(E'-E)(E'-\epsilon)$ is zero if $E'=E$ and non-negative otherwise. Hence $\langle(\mathcal H-E)(\mathcal H-\epsilon)\rangle\ge0$. With $\sigma^2=\langle\mathcal H^2\rangle-\bar E^2$, expansion gives

$$\sigma^2+\bar E^2-(E+\epsilon)\bar E+E\epsilon=\sigma^2+(\bar E-E)(\bar E-\epsilon)\ge0 .$$

Dividing by $\epsilon-\bar E>0$ gives Temple's inequality:

$$\bar E-E\le\frac{\sigma^2}{\epsilon-\bar E}.$$

A suitable $\epsilon$ follows from $W\ge-K/(2H)$. The second level is the minimum, over all two-dimensional spaces of states, of the largest energy expectation value in the space. Adding $W$ can lower every expectation value by at most $K/(2H)$, so the second level of $\mathcal H$ is at least $\epsilon=E_1-K/(2H)$. This exceeds $\bar E$ when $K/(2H)<E_1-E_0$, because $\langle W\rangle\le0$.

*Size of the correction.* Since $\psi_0$ is an eigenstate of $\mathcal H_0$, we have $(\mathcal H-\bar E)\psi_0=(W-\langle W\rangle)\psi_0$. Thus $\sigma^2$ is the variance of $W$. The function $(1+s)^{-1/2}$ is convex and lies above its tangent $1-s/2$, so $0\le-W\le K\rho^2/(16H^3)$ and

$$\sigma^2\le\langle W^2\rangle\le\frac{K^2\langle\rho^4\rangle}{256H^6}.$$

Relaxation therefore enters at order $H^{-6}$. The average $\langle W\rangle$ is also under control. The third derivative of $(1+s)^{-1/2}$ is negative, so Taylor's theorem gives $(1+s)^{-1/2}\le1-\tfrac12s+\tfrac38s^2$. Together with the tangent bound,

$$-\frac{K\langle\rho^2\rangle}{16H^3}\le\langle W\rangle\le-\frac{K\langle\rho^2\rangle}{16H^3}+\frac{3K\langle\rho^4\rangle}{256H^5}.$$

The leading law thus holds with an error of order $H^{-5}$.

For an excited bound level, $W$ conserves angular momentum about the normal. If the level is isolated among states of its own angular momentum, second-order perturbation theory again gives a relaxation term of order $H^{-6}$. The law then holds with that level's own $\langle\rho^2\rangle$.

## (e) Meaning and limits

**Interpret the redshift, and state what happens when the exciton is not small compared with $H$.**

**Solution.** At a given instant the pair is an in-plane dipole $e\boldsymbol\rho$. Its image is an antiparallel dipole at stretched distance $2H$. Two antiparallel dipoles of this size, both perpendicular to the line joining them, have energy $-K\rho^2/(2H)^3$. The factor $\tfrac12$ for an induced image gives $-K\rho^2/(16H^3)$, in agreement with part (c). In an exciton state of definite angular momentum, the mean dipole is zero but its mean square is not. The redshift is the van der Waals attraction between the fluctuating dipole and the metal.

The cancellation of the $1/H$ terms requires a neutral pair, and the expansion requires $\langle\rho^2\rangle\ll H^2$. The bounds $-K/(2H)\le W\le0$ hold at every height. In this model the metal therefore never shifts the exciton ground state to higher energy, and never lowers it by more than the gap falls. The leading formula would break the second bound once $\langle\rho^2\rangle>8H^2$, so it must fail before that point. The full $W(\rho)$ is then needed.

## (f) A hydrogen-like exciton in hBN

**Evaluate $\langle\rho^2\rangle$ for a planar hydrogen-like exciton. Then find the shifts for an exciton held in one layer of a thick hBN crystal, 2 nm above a metal contact.**

**Solution.** Let $\mu$ be the reduced mass and $a=\hbar^2/(\mu K)$. Insert $\psi_0\propto e^{-2\rho/a}$, for which $\psi_0''=4\psi_0/a^2$ and $\psi_0'/\rho=-2\psi_0/(a\rho)$:

$$-\frac{\hbar^2}{2\mu}\left(\psi_0''+\frac{\psi_0'}{\rho}\right)-\frac K\rho\psi_0=\left(-\frac{2\hbar^2}{\mu a^2}+\frac{\hbar^2}{\mu a\rho}-\frac K\rho\right)\psi_0=-\frac{2K}{a}\psi_0 .$$

The $1/\rho$ terms cancel by the definition of $a$. The state has no node, so it is the ground state, and its binding energy is $2K/a$. Its moments follow from $\int_0^\infty\rho^{n+1}e^{-4\rho/a}d\rho=(n+1)!\,(a/4)^{n+2}$:

$$\langle\rho^n\rangle=(n+1)!\left(\frac a4\right)^n,\qquad\langle\rho^2\rangle=\frac{3a^2}{8},\qquad\langle\rho^4\rangle=\frac{15a^4}{32}.$$

The leading redshift is therefore $3Ka^2/(128H^3)$. The next term reduces it by the fraction

$$\frac{3\langle\rho^4\rangle}{16H^2\langle\rho^2\rangle}=\frac{15a^2}{64H^2}.$$

A layer inside its own crystal has the same polarizability as its surroundings, as the model requires. That the carriers stay in this layer is an added assumption: a uniform crystal does not confine them, as part (g) shows. Rough typical electronic values are $\varepsilon_\parallel=5$, $\varepsilon_\perp=3$ and $\mu=0.4\,m_0$. They give $\kappa=3.873$, $\gamma=1.291$, $H=2.582$ nm, $K=371.8$ meV nm, $a=0.512$ nm and $\langle\rho^2\rangle=0.0985\ \mathrm{nm}^2$. Then

$$\Delta E_{\rm gap}=-\frac{371.8}{2\times2.582}\ \mathrm{meV}=-72.0\ \mathrm{meV},$$

$$\frac{K\langle\rho^2\rangle}{16H^3}=\frac{371.8\times0.0985}{16\times(2.582)^3}\ \mathrm{meV}=0.133\ \mathrm{meV}.$$

The next term is $-0.0012$ meV. Diagonalizing the full problem gives a redshift of 0.1317 meV and $\Delta E_b=-71.9$ meV. The gap shift is about 550 times the redshift. The bounds of part (d) place the redshift between 0.131700 and 0.131732 meV, and the computed value, 0.131725 meV, lies between them. These digits check the mathematics of the model and do not describe the accuracy of its inputs.

With all other inputs fixed, the full redshift is 0.0392 meV at 3 nm and 0.0085 meV at 5 nm. From 2 to 5 nm it falls by a factor 15.5, while the pure cube law gives 15.6. The next term accounts for the difference: it removes 0.9% at 2 nm and less at greater height.

Two further tests compare diagonalization with the leading law. The ratio is 0.9984 for the ground state at $H=12a$, where the next term predicts the same value. It is 0.9986 for the second state of zero angular momentum at $H=60a$.

## (g) The model beside the real crystal

**Estimate how far the neglected effects move the redshift of 0.13 meV.**

**Solution.** With the exciton kept at its layer, the largest change comes from the finite thickness of the layer. Spread each charge uniformly over 0.33 nm. The mean normal distance between electron and hole is then one third of this, 0.11 nm. As a rough substitute for averaging the attraction over both charge distributions, replace $\rho$ in it by $\sqrt{\rho^2+d^2}$ with $d=\gamma\times0.11$ nm. The binding energy falls from 1451 to 639 meV, and $\langle\rho^2\rangle$ grows by a factor 3.3. The leading redshift becomes about $0.133\times3.3\approx0.4$ meV. This counts only the in-plane dipole: independent normal motion of the two carriers within the layer would add about 0.08 meV for a perfect metal. The planar binding energy is thus a property of the idealized model and should not be taken as that of hBN.

Hopping between layers adds a normal dipole. Its image is parallel to it and lies on its axis, so a stretched separation $Z$ contributes $-KZ^2/(8H^3)$, twice the in-plane value. Take a rough hopping energy of 50 meV. Moving one carrier to a neighbouring layer costs 285 meV, so each such configuration has weight of about $(50/285)^2\approx0.03$. There are four: either carrier, up or down. With unexpanded image energies they add 0.06 meV, about half the planar redshift. This is only an order of magnitude, because the estimate ignores how a hop changes the in-plane wavefunction. The same hopping also lets the exciton move between layers as a whole, in a band about 60 meV wide, whereas the redshift changes by less than 0.2 meV from one layer to the next. The metal therefore cannot hold the exciton at one height; without some other confinement it spreads over many layers and the numbers for 2 nm do not apply.

Two properties of a real metal change the effect:

- **Field penetration.** For a sharp metal surface, a screening length $\lambda=0.05$ nm and unit background permittivity in the metal, long-wavelength fields obey $\varepsilon_\perp\phi'(0)=\phi(0)/\lambda$. The potential outside extrapolates to zero at depth $\varepsilon_\perp\lambda=0.15$ nm, which suggests a factor $(2/2.15)^3\approx0.80$. Integration over all wavelengths also gives 0.80. Electrons that spill out beyond the surface move the effective image plane outward, which can cancel or even reverse this reduction.
- **Plasmon delay.** A rough bulk plasmon energy of 9000 meV gives an interface plasmon at $\hbar\omega_s=9000/\sqrt{1+\kappa}\approx4080$ meV. This uses the metal permittivity $\varepsilon_m=1-\omega_p^2/\omega^2$, for which the image strength is $(\varepsilon_m-\kappa)/(\varepsilon_m+\kappa)$. It equals 1 at zero frequency and tends to $(1-\kappa)/(1+\kappa)=-0.59$ far above $\omega_s$. The static image is thus the sum of an instantaneous part, $-0.59$, and a plasmon part, $1.59$. Only the plasmon part is delayed: in second-order perturbation theory, an internal transition of energy $\Delta_n$ replaces its static denominator $\hbar\omega_s$ by $\hbar\omega_s+\Delta_n$. Weighted over the transitions of the planar exciton, this multiplies the plasmon part by 0.694, which is the plasmon-delay factor in the output. The redshift of the planar exciton is multiplied by $1.59\times0.694-0.59\approx0.51$. This treats the hBN permittivities as independent of frequency. If they fall off as a single oscillator at 8 to 20 eV, the factor rises to between 0.60 and 0.52.

These factors were found separately and should not simply be multiplied. The delay, for example, reduces the redshift less when finite thickness is included, because the excitation energies are then lower.

The other estimated shifts of the exciton energy are smaller. If the ions follow the charges fully, with rough static permittivities 7 and 3.5, the redshift of the planar exciton is multiplied by 0.97. The factor is this close to 1 because the planar $\langle\rho^2\rangle$ grows as $\kappa^2$; with finite thickness it grows more slowly, and the factor is about 0.9. The gap shift is proportional to $1/\varepsilon_\parallel$, so for carriers at rest with fully relaxed ions it is $-51$ meV instead of $-72$ meV. An upper crystal surface 20 nm above the exciton would, without the metal, raise the exciton energy by about 0.06% of the redshift. With the metal present its effect is smaller still, because the fields of the pair and its image nearly cancel at that distance. Tunnelling to the metal, estimated with a flat barrier equal to the softened binding energy and a normal mass $m_0$, gives a width of about $5\times10^{-5}$ meV. This number is not reliable: the attraction to the other carrier and the image forces lower the barrier and, for this mass, raise the width to between 0.01 and 0.3 meV, depending on how the in-plane motion is treated, while a larger normal mass reduces it strongly. A hopping of 50 meV between layers 0.33 nm apart corresponds to a normal mass of about $7\,m_0$, for which the width stays below $10^{-4}$ meV even with the lowered barrier. At 300 K the thermal energy is 26 meV, against 1290 meV for the first internal excitation of the planar exciton, so thermal population of that level is negligible. Losses in the metal, and any line width they cause, are not estimated.

The planar root-mean-square separation, 0.31 nm, is only 1.3 lattice constants, so the effective-mass description is marginal. Thick hBN also has an indirect gap, whereas the example describes a direct exciton. For carriers confined to one hBN layer at this height, the calculation supports a redshift of a few tenths of a meV as an order of magnitude, beside a gap shift of tens of meV. It does not predict a line position. A channel layer more polarizable than its surroundings breaks the opening assumption: both $W(\rho)$ and $\langle\rho^2\rangle$ must then be recalculated. The numerical output below lists the main values used here.

## Computed results

```
Inputs are rough typical values for hBN and a good metal
in-plane permittivity: 5.0
out-of-plane permittivity: 3.0
reduced mass: 0.40 m0
height h: 2.00 nm
kappa: 3.873
gamma: 1.291
rescaled height H: 2.582 nm
Coulomb strength K: 371.8 meV nm
exciton Bohr radius a: 0.5124 nm
binding far from metal: 1451.3 meV
mean-square separation: 0.09845 nm^2
rms separation: 0.3138 nm
gap shift: -71.998 meV
binding-energy shift: -71.867 meV
full redshift: 0.131725 meV
redshift, leading term: 0.132901 meV
redshift, next term: -0.001227 meV
redshift lower bound: 0.131700 meV
redshift upper bound: 0.131732 meV
gap shift size / full redshift: 546.6
full redshift at h=3 nm: 0.039220 meV
full redshift at h=5 nm: 0.008493 meV
test: pair energy by work, rho=1.5 nm: -2.85784 meV
test: pair energy by images: -2.85780 meV
test: ground full/leading, H=12a: 0.99839
test: 2s full/leading, H=60a: 0.99863
test: next coefficient, diagonalization: 0.005422 K a^4
test: next coefficient, formula: 0.005493 K a^4
metal screening length: 0.05 nm
redshift factor, field penetration: 0.804
bulk plasmon energy: 9000 meV
interface plasmon energy: 4077 meV
redshift factor, plasmon delay: 0.694
layer thickness: 0.33 nm
binding with finite thickness: 639 meV
<rho^2> factor, finite thickness: 3.28
interlayer hopping: 50 meV
cost of moving one carrier a layer: 285 meV
added redshift from hopping: 0.0631 meV
static in-plane permittivity: 7.0
static out-of-plane permittivity: 3.5
redshift factor, static lattice: 0.972
distance to upper surface: 20 nm
fractional loss, upper surface: 0.00059
tunnelling width, vertical mass m0: 4.9e-05 meV
thermal energy at 300 K: 25.9 meV
first internal excitation: 1290 meV
lattice constant: 0.25 nm
rms separation / lattice constant: 1.26
```
